# Finite-diameter correction for a centred four-probe array on a thin disc: test program

```python
# Result under test: for a centred, equally spaced collinear four-probe array
# on a thin insulated-rim disc, Rs = C*V/I with
#   C = pi / ( ln 2 + ln[(d^2 + 3 s^2)/(d^2 - 3 s^2)] ),  d > 3 s.
# d: wafer diameter, s: probe spacing, Rs: sheet resistance,
# I: current through the outer probes, V: voltage between the inner probes.
# Probe positions are complex numbers x + i*y. Voltages in the geometric
# functions are in units of I*Rs. Dimensional quantities are in SI units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import k0
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def correction(ratio):
    """Closed formula for C as a function of d/s."""
    edge = np.log((ratio**2 + 3) / (ratio**2 - 3))
    return np.pi / (np.log(2) + edge)


def probes(s, offset=0.0):
    return [complex(x * s) + offset for x in (-1.5, -0.5, 0.5, 1.5)]


def image_voltage(a, points):
    """Inner-probe voltage from sources and their images, any positions."""
    source, p, q, sink = points

    def potential(z):
        total = 0.0
        for sign, z0 in ((1, source), (-1, sink)):
            image = a**2 / np.conj(z0)
            total -= sign * (np.log(abs(z - z0)) + np.log(abs(z - image)))
        return total / (2 * np.pi)
    return potential(p) - potential(q)


def fourier_voltage(a, points, samples=32768, modes=2000):
    """Neumann problem without images: free field plus harmonic series."""
    source, p, q, sink = points
    unit = np.exp(2j * np.pi * np.arange(samples) / samples)
    rim = a * unit
    slope = np.zeros(samples)
    for sign, z0 in ((1, source), (-1, sink)):
        gap = rim - z0
        slope -= sign * np.real(np.conj(unit) * gap) / abs(gap)**2
    slope /= 2 * np.pi
    coeff = np.fft.rfft(-slope) / samples
    n = np.arange(1, modes + 1)

    def potential(z):
        free = -np.log(abs(z - source) / abs(z - sink)) / (2 * np.pi)
        series = 2 * coeff[1:modes + 1] * a / n * (z / a)**n
        return free + np.sum(series).real
    return potential(p) - potential(q)


def network_voltage(half_ratio, k=15, n_theta=256):
    """Polar resistor network; s = (2k+1) radial cells, a = half_ratio*s."""
    n_r = half_ratio * (2 * k + 1)
    dtheta = 2 * np.pi / n_theta
    g = np.arange(1, n_r) * dtheta
    main = np.zeros(n_r)
    main[:-1] += g
    main[1:] += g
    radial = diags([main, -g, -g], [0, 1, -1])
    ones = np.ones(n_theta - 1)
    ring = diags([2 * np.ones(n_theta), -ones, -ones, [-1.0], [-1.0]],
                 [0, 1, -1, n_theta - 1, 1 - n_theta])
    angular = diags([1 / ((np.arange(n_r) + 0.5) * dtheta)], [0])
    matrix = (kron(radial, identity(n_theta)) + kron(angular, ring)).tocsc()
    current = np.zeros(n_r * n_theta)
    outer, inner, left = 3 * k + 1, k, n_theta // 2
    current[outer * n_theta + left] = 1.0
    current[outer * n_theta] = -1.0
    phi = spsolve(matrix[:-1, :-1], current[:-1])   # last node grounded
    return phi[inner * n_theta + left] - phi[inner * n_theta]


# Unbounded sheet: integrate the field between the inner probes.
def sheet_field(x):
    return (1 / (x + 1.5) + 1 / (1.5 - x)) / (2 * np.pi)


v_infinite = quad(sheet_field, -0.5, 0.5)[0]
assert abs(1 / v_infinite - np.pi / np.log(2)) < 1e-10

# One source and its image give the same normal slope all around the rim.
a_test, z_test = 2.0, 0.9 + 0.7j
z_image = a_test**2 / np.conj(z_test)
angles = np.exp(1j * np.linspace(0, 2 * np.pi, 37))
step = 1e-5


def log_pair(radius):
    z = radius * angles
    return np.log(abs(z - z_test)) + np.log(abs(z - z_image))


rim_slope = (log_pair(a_test + step) - log_pair(a_test - step)) / (2 * step)
assert np.max(abs(rim_slope - 1 / a_test)) < 1e-7

# Closed formula against the image-free Fourier solution.
worst = 0.0
for ratio in (3.05, 4.0, 6.0, 15.0, 50.0):
    numeric = 1 / fourier_voltage(ratio / 2, probes(1.0))
    worst = max(worst, abs(numeric / correction(ratio) - 1))
assert worst < 1e-9

# Closed formula against the resistor network (discretization error ~ h^2).
c_network = 1 / network_voltage(2)
assert abs(c_network / correction(4.0) - 1) < 5e-3

# Limits, taken from the Fourier solution.
edge_ratio = fourier_voltage(3.01 / 2, probes(1.0)) / v_infinite
assert abs(edge_ratio - 2) < 0.02
far_coeff = (np.pi * fourier_voltage(20.0, probes(1.0)) - np.log(2)) * 40**2
assert abs(far_coeff - 6) < 1e-4

# Images for off-centre arrays against the Fourier solution.
for offset in (0.6, 0.6j, 0.3 - 0.5j):
    pts = probes(1.0, offset)
    assert abs(image_voltage(3.0, pts) - fourier_voltage(3.0, pts)) < 1e-10


# Finite thickness, laterally unbounded slab: Bessel series and direct sum.
def thickness_term(t_over_s):
    m = np.arange(1, 60)
    x = np.pi * m / t_over_s
    return 2 * np.sum(k0(x) - k0(2 * x))


for tau in (0.5, 1.0, 2.0):
    z = 2 * tau * np.arange(1, 200001)
    terms = 1 / np.sqrt(1 + z**2) - 1 / np.sqrt(4 + z**2)
    direct = tau * (0.5 + 2 * np.sum(terms))
    assert abs(direct - np.log(2) - thickness_term(tau)) < 1e-8

# Worked example: round parameters of a small p-type silicon wafer.
d, s, t = 25e-3, 1.6e-3, 0.5e-3
current, voltage = 1e-3, 4.5e-3
ratio = d / s
edge_term = np.log((ratio**2 + 3) / (ratio**2 - 3))
c_wafer = correction(ratio)
c_inf = np.pi / np.log(2)
rs = c_wafer * voltage / current
rs_naive = c_inf * voltage / current
rho = rs * t
ratio_1pct = brentq(lambda r: c_inf / correction(r) - 1.01, 4, 1000)
assert abs(fourier_voltage(ratio_1pct / 2, probes(1.0)) / v_infinite
           - 1.01) < 1e-9

# Neglected geometric effects, as relative changes of V.
v_ref = image_voltage(d / 2, probes(s))
shift_x = image_voltage(d / 2, probes(s, 1e-3)) / v_ref - 1
shift_y = image_voltage(d / 2, probes(s, 1e-3j)) / v_ref - 1
moved = probes(s)
moved[1] -= 10e-6
misplaced = image_voltage(d / 2, moved) / v_ref - 1
thick = thickness_term(t / s) / (np.log(2) + edge_term)

# Rough typical material and contact inputs.
temperature, mobility_power = 300.0, 2.2
mu_hole, mu_electron, lifetime = 0.04, 0.1, 10e-6
contact_radius, barrier_drop, heat_transfer = 5e-6, 1.0, 10.0
band_bending, permittivity = 0.6, 11.7 * const.epsilon_0

per_kelvin = ((temperature + 1) / temperature)**mobility_power - 1
r_spread = rho / (2 * np.pi * contact_radius)
r_check = quad(lambda u: rho / (2 * np.pi), 0, 1 / contact_radius)[0]
r_shells = quad(lambda y: rho / (2 * np.pi) * np.exp(-y),
                np.log(contact_radius), np.log(contact_radius) + 40)[0]
assert abs(r_check / r_spread - 1) < 1e-9
assert abs(r_shells / r_spread - 1) < 1e-6
power = current * (2 * current * r_spread + barrier_drop)
heating = power / (heat_transfer * 2 * np.pi * (d / 2)**2)
contact_field = rho * current / (2 * np.pi * contact_radius**2)

holes = 1 / (const.e * mu_hole * rho)
depletion = np.sqrt(2 * permittivity * band_bending / (const.e * holes))
bending_check = quad(lambda y: const.e * holes * depletion**2 * y
                     / permittivity, 0, 1)[0]
assert abs(bending_check / band_bending - 1) < 1e-9

diffusivity = mu_electron * const.k * temperature / const.e
diffusion_length = np.sqrt(diffusivity * lifetime)
drift_reach = (3 * mu_electron * rho * current * lifetime
               / (2 * np.pi))**(1 / 3)
transit = quad(lambda y: drift_reach**3 * y**2 * 2 * np.pi
               / (mu_electron * rho * current), 0, 1)[0]
assert abs(transit / lifetime - 1) < 1e-9
surviving = np.exp(-(s - drift_reach) / diffusion_length)

print(f"C for unbounded sheet, pi/ln2: {c_inf:.5f}")
print(f"C at d -> 3s, formula: {correction(3.0):.5f}")
print("d/s, C, C/(pi/ln2):")
for r in (4, 5, 10, 20, 40, 100):
    print(f"  {r:4d}  {correction(r):.5f}  {correction(r) / c_inf:.5f}")
print(f"Largest relative gap, formula vs Fourier: {worst:.1e}")
print(f"C at d/s = 4, resistor network: {c_network:.4f}")
print(f"V(d/s = 3.01)/V(unbounded), Fourier: {edge_ratio:.4f}")
print(f"Edge term times (d/s)^2 at d/s = 40, Fourier: {far_coeff:.5f}")
print(f"Wafer diameter d: {d * 1e3:.1f} mm")
print(f"Probe spacing s: {s * 1e3:.2f} mm")
print(f"Thickness t: {t * 1e3:.2f} mm")
print(f"Current I: {current * 1e3:.2f} mA")
print(f"Voltage V: {voltage * 1e3:.2f} mV")
print(f"Ratio d/s: {ratio:.3f}")
print(f"Image distance b from centre: {d**2 / (6 * s) * 1e3:.2f} mm")
print(f"Edge term: {edge_term:.5f}; ln 2: {np.log(2):.5f}")
print(f"C for this wafer: {c_wafer:.4f}")
print(f"Sheet resistance Rs: {rs:.3f} ohm/sq")
print(f"Rs if pi/ln2 is used: {rs_naive:.3f} ohm/sq")
print(f"Error from using pi/ln2: {100 * (rs_naive / rs - 1):.2f} %")
print(f"Resistivity: {rho * 100:.4f} ohm cm")
print(f"d/s for 1 % error: {ratio_1pct:.2f}")
print(f"d for 1 % error at this s: {ratio_1pct * s * 1e3:.1f} mm")
print(f"V change, finite thickness: {100 * thick:.4f} %")
print(f"V change, inner probe 10 um outward: {100 * misplaced:.3f} %")
print(f"V change, array 1 mm off along its line: {100 * shift_x:.4f} %")
print(f"V change, array 1 mm off sideways: {100 * shift_y:.4f} %")
print(f"Rough inputs: T {temperature:.0f} K, mobility power "
      f"-{mobility_power:.1f}")
print(f"Rough hole, electron mobility: {mu_hole * 1e4:.0f}, "
      f"{mu_electron * 1e4:.0f} cm2/Vs")
print(f"Rough electron lifetime: {lifetime * 1e6:.0f} us")
print(f"Rough contact radius: {contact_radius * 1e6:.0f} um")
print(f"Rough contact barrier drop, total: {barrier_drop:.1f} V")
print(f"Rough heat transfer: {heat_transfer:.0f} W/(m2 K), both faces")
print(f"Rough surface band bending: {band_bending:.1f} V")
print(f"Resistivity change for 1 K: {100 * per_kelvin:.2f} %")
print(f"Spreading resistance per contact: {r_spread:.0f} ohm")
print(f"Heat released: {power * 1e3:.2f} mW")
print(f"Mean self-heating: {heating:.3f} K")
print(f"Resistivity change, self-heating: {100 * per_kelvin * heating:.3f} %")
print(f"Field at contact edge: {contact_field / 100:.0f} V/cm")
print(f"Hole density: {holes * 1e-6:.2e} cm^-3")
print(f"Depletion depth per face: {depletion * 1e6:.3f} um")
print(f"Thickness lost, both faces: {100 * 2 * depletion / t:.3f} %")
print(f"Electron diffusion length: {diffusion_length * 1e3:.3f} mm")
print(f"Electron drift reach in one lifetime: {drift_reach * 1e3:.3f} mm")
print(f"Injected fraction left at inner probe: {surviving:.1e}")
print("verified")
```

Printed output:

```
C for unbounded sheet, pi/ln2: 4.53236
C at d -> 3s, formula: 2.26618
d/s, C, C/(pi/ln2):
     4  2.92885  0.64621
     5  3.36248  0.74188
    10  4.17119  0.92031
    20  4.43635  0.97882
    40  4.50797  0.99462
   100  4.52844  0.99914
Largest relative gap, formula vs Fourier: 1.3e-15
C at d/s = 4, resistor network: 2.9287
V(d/s = 3.01)/V(unbounded), Fourier: 1.9928
Edge term times (d/s)^2 at d/s = 40, Fourier: 6.00001
Wafer diameter d: 25.0 mm
Probe spacing s: 1.60 mm
Thickness t: 0.50 mm
Current I: 1.00 mA
Voltage V: 4.50 mV
Ratio d/s: 15.625
Image distance b from centre: 65.10 mm
Edge term: 0.02458; ln 2: 0.69315
C for this wafer: 4.3772
Sheet resistance Rs: 19.697 ohm/sq
Rs if pi/ln2 is used: 20.396 ohm/sq
Error from using pi/ln2: 3.55 %
Resistivity: 0.9849 ohm cm
d/s for 1 % error: 29.42
d for 1 % error at this s: 47.1 mm
V change, finite thickness: 0.0047 %
V change, inner probe 10 um outward: 0.676 %
V change, array 1 mm off along its line: 0.0452 %
V change, array 1 mm off sideways: 0.0433 %
Rough inputs: T 300 K, mobility power -2.2
Rough hole, electron mobility: 400, 1000 cm2/Vs
Rough electron lifetime: 10 us
Rough contact radius: 5 um
Rough contact barrier drop, total: 1.0 V
Rough heat transfer: 10 W/(m2 K), both faces
Rough surface band bending: 0.6 V
Resistivity change for 1 K: 0.73 %
Spreading resistance per contact: 313 ohm
Heat released: 1.63 mW
Mean self-heating: 0.166 K
Resistivity change, self-heating: 0.122 %
Field at contact edge: 627 V/cm
Hole density: 1.58e+16 cm^-3
Depletion depth per face: 0.221 um
Thickness lost, both faces: 0.089 %
Electron diffusion length: 0.161 mm
Electron drift reach in one lifetime: 0.168 mm
Injected fraction left at inner probe: 1.4e-04
verified
```
